# Ellipsometric Angles of Absorbing Multilayers by a Recursion Without Growing Exponentials: a numerical check

```python
# Result under test: the reflection of an absorbing multilayer follows from
#   R_j = (r_j + x)/(1 + r_j x),  x = R_{j+1} exp(2 i k0 q d),
# run from the substrate upward, with decaying exponentials only.
# Time factor exp(-i w t), index n + i k.  F = E_y (s) or H_y (p).
# q  : normal wave number / k0        g : q (s) or q/eps (p)
# r_j: (g_j - g_{j+1})/(g_j + g_{j+1})   kx2 : sin(angle)^2 in air
# tan(Psi) exp(-i Delta) = R_p / R_s.  Lengths are in nm.
# The naive rival is the product of 2x2 amplitude matrices, which contains
# growing exponentials; its overflow and its loss of precision are measured.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp

np.seterr(all="ignore")      # overflow is provoked on purpose
mp.mp.dps = 700
wavelength = 633.0
k0 = 2 * np.pi / wavelength
angle = 70.0
kx2 = np.sin(np.radians(angle)) ** 2
eps_machine = np.finfo(float).eps


def iso(index):
    e = complex(index) ** 2
    return (e, e)            # (in-plane, normal) permittivity


def waves(media, pol, s2):
    eo = np.array([m[0] for m in media], complex)
    ee = np.array([m[1] for m in media], complex)
    if pol == "s":
        q = np.sqrt(eo - s2)
        return q, q
    q = np.sqrt(eo * (1 - s2 / ee))
    return q, q / eo


def recursion(media, d, pol, s2=kx2, track=None):
    """Reflection, transmission, dR/d(thickness of film 'track'), trace."""
    q, g = waves(media, pol, s2)
    r = (g[:-1] - g[1:]) / (g[:-1] + g[1:])
    R, t, dR = r[-1], 1 + r[-1], 0j
    trace = [(r[-1], R)]
    for j in range(len(d) - 1, -1, -1):
        half = np.exp(1j * k0 * q[j + 1] * d[j])
        x = R * half**2
        dx = dR * half**2
        if j == track:
            dx = dx + 2j * k0 * q[j + 1] * x
        den = 1 + r[j] * x
        R = (r[j] + x) / den
        t = (1 + r[j]) * half * t / den
        dR = (1 - r[j] ** 2) * dx / den**2
        trace.append((r[j], R))
    return R, t, dR, trace[::-1]


def naive_matrix(media, d, pol, s2=kx2):
    q, g = waves(media, pol, s2)
    S = np.eye(2, dtype=complex)
    for j in range(len(g) - 1):
        a, b = g[j], g[j + 1]
        S = S @ (np.array([[a + b, a - b], [a - b, a + b]]) / (2 * a))
        if j < len(d):
            beta = k0 * q[j + 1] * d[j]
            S = S @ np.diag([np.exp(-1j * beta), np.exp(1j * beta)])
    return S


def march_down(media, d, pol, R):
    """Substrate amplitude from (1, R) carried downward film by film."""
    q, g = waves(media, pol, kx2)
    v = np.array([1, R], complex)
    for j in range(len(g) - 1):
        a, b = g[j], g[j + 1]
        v = (np.array([[a + b, b - a], [b - a, a + b]]) / (2 * b)) @ v
        if j < len(d):
            beta = k0 * q[j + 1] * d[j]
            v = v * np.array([np.exp(1j * beta), np.exp(-1j * beta)])
    return v[0]


def reference(media, d, pol):
    """700-digit matrix product for isotropic films: R, t, determinant."""
    e = [mp.mpc(m[0]) for m in media]
    q = [mp.sqrt(x - mp.mpf(float(kx2))) for x in e]
    g = q if pol == "s" else [a / b for a, b in zip(q, e)]
    S = mp.eye(2)
    for j in range(len(g) - 1):
        a, b = g[j], g[j + 1]
        S = S * (mp.matrix([[a + b, a - b], [a - b, a + b]]) / (2 * a))
        if j < len(d):
            beta = mp.mpf(float(k0)) * q[j + 1] * mp.mpf(d[j])
            S = S * mp.matrix([[mp.exp(-1j * beta), 0],
                               [0, mp.exp(1j * beta)]])
    det = S[0, 0] * S[1, 1] - S[0, 1] * S[1, 0]
    return S[1, 0] / S[0, 0], 1 / S[0, 0], det


def integrate_waves(media, d, pol):
    """R and t from numerical integration of the field equations."""
    g = waves(media, pol, kx2)[1]
    y = np.array([1, g[-1]], complex)
    for j in range(len(d) - 1, -1, -1):
        eo, ee = media[j + 1]
        m, w = (1, eo - kx2) if pol == "s" else (eo, 1 - kx2 / ee)
        rhs = lambda z, f: np.array([-1j * k0 * m * f[1], -1j * k0 * w * f[0]])
        y = solve_ivp(rhs, (0, d[j]), y, method="DOP853",
                      rtol=1e-11, atol=1e-13).y[:, -1]
    incident, reflected = (y[0] + y[1] / g[0]) / 2, (y[0] - y[1] / g[0]) / 2
    return reflected / incident, 1 / incident


def psi_delta(media, d, s2=kx2):
    rho = recursion(media, d, "p", s2)[0] / recursion(media, d, "s", s2)[0]
    return np.array([np.degrees(np.arctan(abs(rho))),
                     (-np.degrees(np.angle(rho))) % 360])


def shift(new, old):
    return new[0] - old[0], (new[1] - old[1] + 180) % 360 - 180


def relerr(value, exact):
    return float(abs(mp.mpc(complex(value)) - exact) / abs(exact))


def c(z):
    return f"{z.real:.5f}{z.imag:+.5f}i"


n_sno2, n_ni, n_glass = 1.9 + 0.01j, 2.0 + 3.7j, 1.5
air, sno2, ni, glass = iso(1), iso(n_sno2), iso(n_ni), iso(n_glass)
media = [air, sno2, ni, sno2, glass]
films = [60.0, 20.0, 100.0]
base = psi_delta(media, films)

# Field equations, isotropic and uniaxial
uniaxial = (n_sno2**2, (n_sno2 + 0.1) ** 2)
media_uni = [air, uniaxial, ni, uniaxial, glass]
for stack in (media, media_uni):
    for pol in "sp":
        R, t = recursion(stack, films, pol)[:2]
        R_ode, t_ode = integrate_waves(stack, films, pol)
        assert abs(R - R_ode) < 1e-8 and abs(t - t_ode) < 1e-8

# Bare metal: the usual inversion must return its permittivity
bare = psi_delta([air, ni], [])
rho = np.tan(np.radians(bare[0])) * np.exp(-1j * np.radians(bare[1]))
eps_back = kx2 * (1 + kx2 / (1 - kx2) * ((1 - rho) / (1 + rho)) ** 2)
assert abs(eps_back - ni[0]) < 1e-10 and 0 < bare[1] < 180

# Random passive stacks, some very thick: finite and never above one
rng = np.random.default_rng(4)
for _ in range(1000):
    stack = [air] + [iso(a + 1j * b) for a, b in
                     zip(rng.uniform(0.1, 4, 6), rng.uniform(0, 5, 6))]
    for pol in "sp":
        R = recursion(stack, 10 ** rng.uniform(0, 5, 5), pol)[0]
        assert np.isfinite(R) and abs(R) <= 1 + 1e-12

print(f"wavelength {wavelength:.0f} nm, angle {angle:.0f} deg")
energy = constants.h * constants.c / (wavelength * 1e-9) / constants.e
print(f"photon energy {energy:.3f} eV, k0 {k0:.6f} 1/nm")
print(f"index: SnO2 {n_sno2}, Ni {n_ni}, glass {n_glass}")
print("films top to bottom: SnO2, Ni, SnO2 =", films, "nm")
q_s, q_p = waves(media, "s", kx2)[0], waves(media, "p", kx2)[0]
assert np.allclose(q_s, q_p, atol=1e-13)
for name, j in (("air", 0), ("SnO2", 1), ("Ni", 2), ("glass", 4)):
    print(f"q {name}: {c(q_s[j])}")
for j, name in enumerate(("top SnO2", "Ni", "buried SnO2")):
    E = np.exp(2j * k0 * q_s[j + 1] * films[j])
    assert abs(E) <= 1
    print(f"E {name}: {c(E)}, modulus {abs(E):.5f}")
for pol in "sp":
    for j, (r, R) in enumerate(recursion(media, films, pol)[3]):
        print(f"{pol} interface {j}|{j+1}: r {c(r)}, R {c(R)}")
print(f"RESULT Psi {base[0]:.4f} deg, Delta {base[1]:.4f} deg")
print(f"bare Ni: Psi {bare[0]:.4f} deg, Delta {bare[1]:.4f} deg")

# Accuracy against 700 digits while the nickel is thickened
decay = k0 * q_s[2].imag
print(f"Im(beta) per nm of Ni: {decay:.6f} 1/nm")
print("relative errors, p; Ni nm | naive R | naive det | march t | rec R | rec t")
for d_ni in (20.0, 100.0, 300.0, 500.0, 1000.0, 5000.0):
    d = [60.0, d_ni, 100.0]
    for pol in "sp":
        R_ref, t_ref, det_ref = reference(media, d, pol)
        g = waves(media, pol, kx2)[1]
        assert relerr(g[-1] / g[0], det_ref) < 1e-13
        S = naive_matrix(media, d, pol)
        R, t = recursion(media, d, pol)[:2]
        det = S[0, 0] * S[1, 1] - S[0, 1] * S[1, 0]
        errs = [relerr(S[1, 0] / S[0, 0], R_ref), relerr(det, det_ref),
                relerr(march_down(media, d, pol, R), t_ref),
                relerr(R, R_ref), relerr(t, t_ref)]
        assert errs[0] < 1e-12 and errs[3] < 1e-12 and errs[4] < 1e-11
        assert relerr(1 / S[0, 0], t_ref) < 1e-11
    print(f"{d_ni:.0f} | " + " | ".join(f"{e:.1e}" for e in errs))

# Growth rate of the two precision losses per unit Im(beta)
grid = np.linspace(200, 1000, 60)
err_det, err_march = [], []
for d_ni in grid:
    d = [60.0, d_ni, 100.0]
    pair = []
    for pol in "sp":
        S = naive_matrix(media, d, pol)
        g = waves(media, pol, kx2)[1]
        R, t = recursion(media, d, pol)[:2]
        det = S[0, 0] * S[1, 1] - S[0, 1] * S[1, 0]
        pair.append((abs(det * g[0] / g[-1] - 1),
                     abs(march_down(media, d, pol, R) / t - 1)))
    err_det.append(max(p[0] for p in pair))
    err_march.append(max(p[1] for p in pair))
slope_det = np.polyfit(decay * grid, np.log(err_det), 1)[0]
slope_march = np.polyfit(decay * grid, np.log(err_march), 1)[0]
assert abs(slope_det - 2) < 0.1 and abs(slope_march - 2) < 0.1
print(f"d ln(error)/d Im(beta): det {slope_det:.3f}, march {slope_march:.3f}")
print(f"Ni where eps*exp(2 Im beta)=1: {-np.log(eps_machine)/2/decay:.0f} nm")


def naive_is_finite(d_ni):
    S = naive_matrix(media, [60.0, d_ni, 100.0], "p")
    return bool(np.isfinite(S[1, 0] / S[0, 0]))


low, high = 10000.0, 30000.0
assert naive_is_finite(low) and not naive_is_finite(high)
while high - low > 0.5:
    middle = (low + high) / 2
    low, high = (middle, high) if naive_is_finite(middle) else (low, middle)
log_max = np.log(np.finfo(float).max)
assert abs(low - log_max / decay) < 100
print(f"ln(largest double) {log_max:.2f}; predicted overflow {log_max/decay:.0f} nm")
print(f"naive R fails above Ni thickness {low:.0f} nm")

# 20 micrometres of nickel, whole and split into two equal films
thick = [60.0, 20000.0, 100.0]
split_media = [air, sno2, ni, ni, sno2, glass]
split = [60.0, 10000.0, 10000.0, 100.0]
assert np.isfinite(np.exp(decay * split[1]))
for pol in "sp":
    S = naive_matrix(split_media, split, pol)
    assert not np.isfinite(S[1, 0] / S[0, 0])
    R = recursion(media, thick, pol)[0]
    assert relerr(R, reference(media, thick, pol)[0]) < 1e-12
    assert abs(R - recursion(split_media, split, pol)[0]) < 1e-13
    assert abs(R - recursion([air, sno2, ni], [60.0], pol)[0]) < 1e-13
S = naive_matrix(media, thick, "p")
print(f"20000 nm Ni: Im(beta) {decay*thick[1]:.1f}, naive R_p {S[1,0]/S[0,0]}")
print(f"one 10000 nm half: exp(Im beta) {np.exp(decay*split[1]):.2e}")
for d_ni in (100.0, 20000.0):
    value = psi_delta(media, [60.0, d_ni, 100.0])
    print(f"Ni {d_ni:.0f} nm: Psi {value[0]:.4f} deg, Delta {value[1]:.4f} deg")


# Sensitivity to the buried SnO2 thickness by the differentiated recursion
def sensitivity(d):
    Rp, _, dRp, _ = recursion(media, d, "p", track=2)
    Rs, _, dRs, _ = recursion(media, d, "s", track=2)
    dln = dRp / Rp - dRs / Rs
    psi = np.arctan(abs(Rp / Rs))
    return np.degrees(np.sin(2 * psi) / 2 * dln.real), -np.degrees(dln.imag)


step = 0.01
numeric = shift(psi_delta(media, [60.0, 20.0, 100.0 + step]),
                psi_delta(media, [60.0, 20.0, 100.0 - step]))
assert np.allclose(np.array(numeric) / (2 * step), sensitivity(films), atol=1e-6)
h = mp.mpf(10) ** -20
for pol in "sp":
    up = reference(media, [60.0, 1000.0, 100 + h], pol)[0]
    down = reference(media, [60.0, 1000.0, 100 - h], pol)[0]
    exact_slope = (up - down) / (2 * h)
    chain = recursion(media, [60.0, 1000.0, 100.0], pol, track=2)[2]
    assert relerr(chain, exact_slope) < 1e-10
difference = (recursion(media, [60.0, 1000.0, 101.0], "p")[0]
              - recursion(media, [60.0, 1000.0, 100.0], "p")[0])
assert abs(difference - chain) > 0.9 * abs(chain)
print("change per nm of buried SnO2:")
for d_ni in (20.0, 100.0, 1000.0):
    a, b = sensitivity([60.0, d_ni, 100.0])
    print(f"Ni {d_ni:.0f} nm: dPsi {a:.3e}, dDelta {b:.3e} deg/nm")
print(f"Ni 1000 nm: |dR_p/dd| chain {abs(chain):.2e} 1/nm, "
      f"subtraction {abs(difference):.2e} 1/nm")

# Effects left out of the model, for the 20 nm nickel stack
mean = (1 + sno2[0]) / 2
e_rough = (mean + np.sqrt(mean**2 + 8 * sno2[0])) / 4
residual = ((1 - e_rough) / (1 + 2 * e_rough)
            + (sno2[0] - e_rough) / (sno2[0] + 2 * e_rough))
assert abs(residual) < 1e-12
ni_changed = iso(1.05 * n_ni)
effects = {
    "2 nm roughness": psi_delta([air, (e_rough, e_rough)] + media[1:],
                                [2.0] + films),
    "SnO2 birefringence 0.1": psi_delta(media_uni, films),
    "Ni index +5%": psi_delta([air, sno2, ni_changed, sno2, glass], films),
    "angle +0.1 deg": psi_delta(media, films,
                                np.sin(np.radians(angle + 0.1)) ** 2),
}


def back_face(points):
    """Average over the phase thickness of a 1 mm glass plate in air."""
    period = wavelength / (2 * q_s[-1].real)
    amp = np.array([[recursion(media + [air], films + [1e6 + period * i / points],
                               pol)[0] for pol in "ps"] for i in range(points)])
    Ip, Is = np.mean(abs(amp) ** 2, axis=0)
    X = np.mean(amp[:, 0] * amp[:, 1].conj())
    psi = np.degrees(np.arctan2(2 * abs(X), Is - Ip)) / 2
    polarization = np.hypot(Is - Ip, 2 * abs(X)) / (Is + Ip)
    return np.array([psi, (-np.degrees(np.angle(X))) % 360, polarization])


back = back_face(64)
assert np.allclose(back, back_face(47), atol=1e-6)
assert back[2] <= 1 + 1e-12
effects["glass back face"] = back[:2]
print("neglected effects, shifts of Psi and Delta in deg:")
for name, value in effects.items():
    a, b = shift(value, base)
    print(f"{name}: {a:+.3f}, {b:+.3f}")
print(f"degree of polarization with back face: {back[2]:.5f}")
print("PASS")
```

It prints:

```
wavelength 633 nm, angle 70 deg
photon energy 1.959 eV, k0 0.009926 1/nm
index: SnO2 (1.9+0.01j), Ni (2+3.7j), glass 1.5
films top to bottom: SnO2, Ni, SnO2 = [60.0, 20.0, 100.0] nm
q air: 0.34202+0.00000i
q SnO2: 1.65137+0.01151i
q Ni: 1.95137+3.79221i
q glass: 1.16918+0.00000i
E top SnO2: -0.38065+0.90998i, modulus 0.98639
E Ni: 0.15854+0.15521i, modulus 0.22187
E buried SnO2: -0.96830-0.13321i, modulus 0.97742
s interface 0|1: r -0.65686-0.00198i, R -0.37179-0.39386i
s interface 1|2: r -0.56330-0.45467i, R -0.51942-0.32788i
s interface 2|3: r 0.56330+0.45467i, R 0.38415+0.50400i
s interface 3|4: r 0.17097+0.00338i, R 0.17097+0.00338i
p interface 0|1: r -0.14437+0.00174i, R -0.58552+0.18372i
p interface 1|2: r 0.40102+0.50808i, R 0.38518+0.36121i
p interface 2|3: r -0.40102-0.50808i, R -0.32766-0.51955i
p interface 3|4: r -0.06365-0.00177i, R -0.06365-0.00177i
RESULT Psi 48.5686 deg, Delta 64.0715 deg
bare Ni: Psi 33.0418 deg, Delta 120.4757 deg
Im(beta) per nm of Ni: 0.037642 1/nm
relative errors, p; Ni nm | naive R | naive det | march t | rec R | rec t
20 | 2.6e-16 | 5.9e-16 | 5.1e-16 | 6.6e-17 | 1.9e-16
100 | 1.1e-16 | 1.5e-13 | 2.6e-13 | 2.7e-16 | 4.3e-16
300 | 1.6e-16 | 3.3e-07 | 5.6e-07 | 2.0e-16 | 1.3e-15
500 | 1.2e-16 | 3.5e+00 | 1.8e+00 | 9.2e-17 | 1.3e-15
1000 | 2.7e-16 | 7.4e+16 | 3.5e+16 | 1.2e-16 | 3.2e-15
5000 | 2.0e-16 | 4.2e+147 | 2.1e+147 | 1.2e-16 | 2.3e-14
d ln(error)/d Im(beta): det 1.989, march 1.972
Ni where eps*exp(2 Im beta)=1: 479 nm
ln(largest double) 709.78; predicted overflow 18856 nm
naive R fails above Ni thickness 18852 nm
20000 nm Ni: Im(beta) 752.8, naive R_p (nan+nanj)
one 10000 nm half: exp(Im beta) 2.99e+163
Ni 100 nm: Psi 52.6305 deg, Delta 76.0229 deg
Ni 20000 nm: Psi 52.6277 deg, Delta 75.9846 deg
change per nm of buried SnO2:
Ni 20 nm: dPsi 5.873e-02, dDelta 7.543e-02 deg/nm
Ni 100 nm: dPsi -7.152e-05, dDelta -4.575e-04 deg/nm
Ni 1000 nm: dPsi 5.074e-34, dDelta 1.466e-33 deg/nm
Ni 1000 nm: |dR_p/dd| chain 4.77e-36 1/nm, subtraction 0.00e+00 1/nm
neglected effects, shifts of Psi and Delta in deg:
2 nm roughness: +0.920, -0.113
SnO2 birefringence 0.1: +0.274, -1.221
Ni index +5%: -0.435, +2.190
angle +0.1 deg: -0.017, -0.321
glass back face: -0.718, -0.983
degree of polarization with back face: 0.95908
PASS
```
